# Why Selectivity Alone Does Not Determine Underlayer Loss in Plasma Etching: a program that tests the result

```python
"""
Result under test: underlayer loss is L = (R*T - h)/S, not f*h0/S, when a
film clears at different times across a wafer.
h: local film thickness; R: local film etch rate; S: film/underlayer
selectivity; T = (1+f)*latest clearing time; f: overetch fraction.
Maps: h=h0*(1+delta*s), R=R0*(1-rho*s), s=2*(r/a)**2-1, from centre s=-1
to edge s=+1. Equal intervals of s have equal wafer area.
The simulation removes whichever layer is exposed, in small time steps.
All process values are rough, round model inputs.
"""
import numpy as np
from scipy.integrate import quad, trapezoid

h0, rate_min, S, f = 150.0, 150.0, 20.0, 0.20
delta, rho, oxide = 0.05, 0.05, 3.0
R0 = rate_min / 60.0                      # nm/s
s = np.linspace(-1.0, 1.0, 201)
area = np.ones(s.size)
area[[0, -1]] = 0.5
area /= area.sum()
film = h0 * (1 + delta * s)
rate = R0 * (1 - rho * s)


def simulate(film, rate, selectivity, over, oxide_depth=np.inf,
             loading=0.0, dt=0.01):
    """Advance the exposed surface; loading raises rates as film clears."""
    left = film.copy()
    lost = np.zeros(film.size)
    recess = np.zeros(film.size)
    clear = np.zeros(film.size)
    time, end, last = 0.0, np.inf, None
    lost_at_clear = None
    while time < end - 1e-9:
        on_film = left > 0
        on_oxide = (~on_film) & (lost < oxide_depth)
        on_silicon = (~on_film) & (~on_oxide)
        gain = (1 + loading) / (1 + loading * np.sum(area * on_film))
        step = rate * gain * dt
        left -= step * on_film
        lost += step / selectivity * on_oxide
        recess += step * on_silicon
        time += dt
        clear[on_film & (left <= 0)] = time
        if last is None and left.max() <= 0:
            last = time
            end = (1 + over) * last
            lost_at_clear = lost.copy()
    return dict(clear=clear, last=last, end=time, lost=lost,
                recess=recess, at_clear=lost_at_clear)


def worst_loss(sel, over, d, p):
    return h0 / sel * ((1 + over) * (1 + d) * (1 + p) / (1 - p) - (1 - d))


# Clearing times, exposure and loss
t_centre, t_edge = film[0] / rate[0], film[-1] / rate[-1]
T = (1 + f) * t_edge
exposure_centre, exposure_edge = T - t_centre, T - t_edge
loss = (rate * T - film) / S
base = simulate(film, rate, S, f)
assert np.max(abs(base["clear"] - film / rate)) < 0.03
assert np.max(abs(base["lost"] - loss)) < 0.006
assert abs(base["lost"][0] - worst_loss(S, f, delta, rho)) < 0.006
naive = f * h0 / S
flat = simulate(np.full(s.size, h0), np.full(s.size, R0), S, f)
assert np.max(abs(flat["lost"] - naive)) < 0.006
oxide_rate_centre = rate[0] / S
waiting_loss = oxide_rate_centre * (t_edge - t_centre)
intended_loss = oxide_rate_centre * f * t_edge
assert abs(base["at_clear"][0] - waiting_loss) < 0.006
assert abs(base["lost"][0] - base["at_clear"][0] - intended_loss) < 0.006

# Area average, computed in real radius from the simulated loss
radius = np.linspace(0, 1, 2001)
loss_radius = np.interp(2 * radius**2 - 1, s, base["lost"])
mean_simulated = trapezoid(2 * radius * loss_radius, radius)
mean_loss = (R0 * T - h0) / S
assert abs(mean_simulated - mean_loss) < 0.006
nominal_over = T * R0 / h0 - 1

# Arbitrary maps inside the stated limits cannot exceed the bound
rng = np.random.default_rng(42)
for _ in range(2000):
    h_map = h0 * (1 + delta * rng.uniform(-1, 1, 50))
    r_map = R0 * (1 + rho * rng.uniform(-1, 1, 50))
    clear_map = h_map / r_map
    exposed = (1 + f) * clear_map.max() - clear_map
    assert np.max(exposed * r_map / S) <= worst_loss(S, f, delta, rho) + 1e-10

# The first-order estimate has a second-order error
errors = []
for scale in (0.02, 0.01):
    exact = worst_loss(S, f * scale, delta * scale, rho * scale)
    errors.append(exact - h0 / S * scale * (f + 2 * delta + 2 * rho))
assert abs(errors[0] / errors[1] - 4) < 0.05
linear_loss = h0 / S * (f + 2 * delta + 2 * rho)

# Matched rate and thickness remove the clearing spread
matched = simulate(film, R0 * (1 + delta * s), S, f)
assert np.ptp(matched["clear"]) < 0.03
assert np.max(abs(matched["lost"] - f * film / S)) < 0.006

# Smaller overetch, doubled selectivity, and a less uniform recipe
small_f = 0.05
short = simulate(film, rate, S, small_f)
ratio_short = 1 + (t_edge - t_centre) / (small_f * t_edge)
measured_ratio = ((short["end"] - short["clear"][0])
                  / (short["end"] - short["clear"][-1]))
assert abs(measured_ratio - ratio_short) < 0.05
assert abs(short["lost"][0] - worst_loss(S, small_f, delta, rho)) < 0.006
double = simulate(film, rate, 2 * S, f)
assert abs(double["lost"][0] - loss[0] / 2) < 0.006
assert abs(double["lost"][0] / double["lost"][-1] - loss[0] / loss[-1]) < 0.02
S_b, rho_b = 30.0, 0.15
recipe_b = simulate(film, R0 * (1 - rho_b * s), S_b, f)
loss_b = worst_loss(S_b, f, delta, rho_b)
assert abs(recipe_b["lost"][0] - loss_b) < 0.006
assert recipe_b["lost"][0] > base["lost"][0]

# Finite oxide, then silicon with the film's etch rate
stack = simulate(film, rate, S, f, oxide_depth=oxide)
recess = S * np.maximum(loss - oxide, 0)
assert np.max(abs(stack["recess"] - recess)) < 0.12
slope = (rho * R0 * T + delta * h0) / S


def area_above(depth):
    return np.clip((1 + (mean_loss - depth) / slope) / 2, 0, 1)


breached = area_above(oxide)
assert abs(np.sum(area * (stack["lost"] >= oxide)) - breached) < 0.01
S_required = S * loss[0] / oxide
S_naive = f * h0 / oxide
safe = simulate(film, rate, 1.01 * S_required, f, oxide_depth=oxide)
unsafe = simulate(film, rate, 0.99 * S_required, f, oxide_depth=oxide)
assert safe["recess"].max() == 0 and unsafe["recess"].max() > 0


# Loading: effective time gives an independent clearing-time integral
def film_area(effective_time):
    cut = ((R0 * effective_time - h0)
           / (h0 * delta + R0 * rho * effective_time))
    return (1 - np.clip(cut, -1, 1)) / 2


def loaded_prediction(loading):
    late = quad(lambda q: (1 + loading * film_area(q)) / (1 + loading),
                t_centre, t_edge)[0]
    last = t_centre + late
    effective_end = t_edge + f * last * (1 + loading)
    return last, (rate * effective_end - film) / S


for load in (0.1, 1.0):
    loaded = simulate(film, rate, S, f, loading=load)
    last_pred, loss_pred = loaded_prediction(load)
    assert abs(loaded["last"] - last_pred) < 0.05
    assert np.max(abs(loaded["at_clear"] - base["at_clear"])) < 0.008
    assert np.max(abs(loaded["lost"] - loss_pred)) < 0.012
load = 0.1
loaded_loss = loaded_prediction(load)[1][0]


# Neutral transport in a long trench with diffuse, nonreactive walls
def transmission(aspect):
    x, w = np.polynomial.legendre.leggauss(40)
    x, w = aspect * (x + 1) / 2, aspect * w / 2
    kernel = 0.5 / (1 + (x[:, None] - x[None, :])**2)**1.5
    to_top = 0.5 * (1 - x / np.sqrt(1 + x**2))
    y = aspect - x
    to_bottom = 0.5 * (1 - y / np.sqrt(1 + y**2))
    arrive = np.linalg.solve(np.eye(x.size) - kernel * w, to_bottom)
    return np.sqrt(1 + aspect**2) - aspect + 2 * np.sum(w * to_top * arrive)


def particle_reaction(aspect, probability, number=300000):
    x, z = rng.random(number), np.zeros(number)
    u = rng.uniform(-1, 1, number)
    dx, dz = u, np.sqrt(1 - u*u)
    reacted = 0
    while x.size:
        tx = np.where(dx > 0, (1 - x) / dx, -x / dx)
        tz = np.where(dz > 0, (aspect - z) / dz, -z / dz)
        hit_end = tz < tx
        bottom = hit_end & (dz > 0)
        react = bottom & (rng.random(x.size) < probability)
        reacted += react.sum()
        keep = ~(react | (hit_end & (dz < 0)))
        new_x = np.where(hit_end, x + dx * tz, np.where(dx > 0, 1.0, 0.0))
        new_z = np.where(bottom, aspect, z + dz * tx)
        x, z, bottom = new_x[keep], new_z[keep], bottom[keep]
        u = rng.uniform(-1, 1, x.size)
        normal = np.sqrt(1 - u*u)
        dx = np.where(bottom, u, np.where(x < 0.5, normal, -normal))
        dz = np.where(bottom, -normal, u)
    return reacted / number


space, mask, reaction = 100.0, 50.0, 0.10
deep = (mask + h0) / space
K_deep = transmission(deep)
relative_rate = K_deep / (K_deep + reaction - K_deep * reaction)
mc_relative = particle_reaction(deep, reaction) / reaction
assert abs(mc_relative - relative_rate) < 0.025
nodes, weights = np.polynomial.legendre.leggauss(8)
aspects = (mask + h0 * (nodes + 1) / 2) / space
lag = np.sum(weights / 2 * np.array(
    [1 - reaction + reaction / transmission(a) for a in aspects]))
trench_loss = (rate[0] * lag * T - film[0]) / S
local_S_drop = 0.10
low_S_loss = loss[0] / (1 - local_S_drop)
ion_depth = 1.0
ion_area = area_above(oxide - ion_depth)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Nominal film thickness", h0, "nm", 1)
show("Nominal film rate", rate_min, "nm/min", 1)
show("Selectivity", S, "", 1)
show("Oxide thickness", oxide, "nm", 1)
show("Thickness half-range", 100 * delta, "%", 1)
show("Rate half-range", 100 * rho, "%", 1)
show("Overetch after last clearing", 100 * f, "%", 1)
show("Centre film thickness", film[0], "nm", 1)
show("Edge film thickness", film[-1], "nm", 1)
show("Centre film rate", 60 * rate[0], "nm/min", 1)
show("Edge film rate", 60 * rate[-1], "nm/min", 1)
show("Centre clearing time", t_centre, "s", 2)
show("Edge clearing time", t_edge, "s", 2)
show("Total etch time", T, "s", 2)
show("Centre oxide exposure", exposure_centre, "s", 2)
show("Edge oxide exposure", exposure_edge, "s", 2)
show("Exposure ratio centre/edge", exposure_centre / exposure_edge)
show("Simple loss estimate", naive, "nm")
show("Centre loss, unlimited oxide", loss[0], "nm")
show("Centre loss, simulated", base["lost"][0], "nm")
show("Centre loss before last clearing", waiting_loss, "nm")
show("Centre loss in intended overetch", intended_loss, "nm")
show("Edge loss", loss[-1], "nm")
show("Area-mean loss, unlimited oxide", mean_loss, "nm")
show("Overetch relative to nominal clear", 100 * nominal_over, "%", 2)
show("First-order centre loss", linear_loss, "nm")
show("Matched-map centre loss", f * film[0] / S, "nm")
show("Small overetch", 100 * small_f, "%", 1)
show("Exposure ratio at small overetch", ratio_short)
show("Centre loss at small overetch", worst_loss(S, small_f, delta, rho), "nm")
show("Centre loss at doubled selectivity", loss[0] / 2, "nm")
show("Recipe B selectivity", S_b, "", 1)
show("Recipe B rate half-range", 100 * rho_b, "%", 1)
show("Recipe B centre loss, unlimited", loss_b, "nm")
show("Breached wafer area", 100 * breached, "%", 2)
show("Centre silicon recess", recess[0], "nm", 2)
show("Selectivity needed, simple estimate", S_naive, "", 2)
show("Selectivity needed, actual maps", S_required, "", 2)
show("Loading rate rise", 100 * load, "%", 1)
show("Centre loss with loading", loaded_loss, "nm")
show("Trench space", space, "nm", 1)
show("Mask height", mask, "nm", 1)
show("Bottom reaction probability", reaction, "", 2)
show("Final trench aspect ratio", deep, "", 2)
show("Final trench transmission", K_deep)
show("Final trench/open rate, formula", relative_rate)
show("Final trench/open rate, particles", mc_relative)
show("Trench/open clearing-time ratio", lag)
show("Open-centre loss with trench lag", trench_loss, "nm")
show("Local selectivity reduction", 100 * local_S_drop, "%", 1)
show("Centre loss at reduced selectivity", low_S_loss, "nm")
show("Assumed ion penetration", ion_depth, "nm", 1)
show("Area with oxide below ion depth", 100 * ion_area, "%", 2)
print("success")
```

Output:

```
Nominal film thickness: 150.0 nm
Nominal film rate: 150.0 nm/min
Selectivity: 20.0
Oxide thickness: 3.0 nm
Thickness half-range: 5.0 %
Rate half-range: 5.0 %
Overetch after last clearing: 20.0 %
Centre film thickness: 142.5 nm
Edge film thickness: 157.5 nm
Centre film rate: 157.5 nm/min
Edge film rate: 142.5 nm/min
Centre clearing time: 54.29 s
Edge clearing time: 66.32 s
Total etch time: 79.58 s
Centre oxide exposure: 25.29 s
Edge oxide exposure: 13.26 s
Exposure ratio centre/edge: 1.907
Simple loss estimate: 1.500 nm
Centre loss, unlimited oxide: 3.320 nm
Centre loss, simulated: 3.321 nm
Centre loss before last clearing: 1.579 nm
Centre loss in intended overetch: 1.741 nm
Edge loss: 1.575 nm
Area-mean loss, unlimited oxide: 2.447 nm
Overetch relative to nominal clear: 32.63 %
First-order centre loss: 3.000 nm
Matched-map centre loss: 1.425 nm
Small overetch: 5.0 %
Exposure ratio at small overetch: 4.628
Centre loss at small overetch: 2.014 nm
Centre loss at doubled selectivity: 1.660 nm
Recipe B selectivity: 30.0
Recipe B rate half-range: 15.0 %
Recipe B centre loss, unlimited: 3.774 nm
Breached wafer area: 18.33 %
Centre silicon recess: 6.39 nm
Selectivity needed, simple estimate: 10.00
Selectivity needed, actual maps: 22.13
Loading rate rise: 10.0 %
Centre loss with loading: 3.477 nm
Trench space: 100.0 nm
Mask height: 50.0 nm
Bottom reaction probability: 0.10
Final trench aspect ratio: 2.00
Final trench transmission: 0.542
Final trench/open rate, formula: 0.922
Final trench/open rate, particles: 0.920
Trench/open clearing-time ratio: 1.056
Open-centre loss with trench lag: 3.901 nm
Local selectivity reduction: 10.0 %
Centre loss at reduced selectivity: 3.689 nm
Assumed ion penetration: 1.0 nm
Area with oxide below ion depth: 75.64 %
success
```
